# Linear-response U for a dangling orbital coupled to a bath

## Problem

A dangling orbital \(d\) at a defect is coupled by electron hopping to the bonds of a crystal. Its electrons repel each other through a mean-field Hartree energy

\[
E_H=\tfrac12 U n^2 ,
\]

where \(n\) is the occupation of \(d\) summed over both spins. The curvature \(E_H''=U\) is built into the model. DFT+U needs such a curvature as its parameter, but in a real calculation it is hidden inside the density functional. The linear-response method extracts it by adding a probe \(\alpha n\) to the energy and recording \(n\) in two ways:

- self-consistently, with slope \(\chi=dn/d\alpha\);
- with the Hartree potential frozen at its converged, unprobed value, with slope \(\chi_0\).

The bath is a chain of 40 bonds. The hopping has magnitude \(t_1=2.5\) eV within a bond and \(t_2=1.9\) eV between bonds. The orbital is attached to the first bath site by \(V=1.0\) eV. Every bath site has its own level at zero energy, the bare orbital level is \(e_d=-3.8\) eV, and \(U=4.0\) eV. There are 81 electrons on 81 sites: two in each of the lowest 40 levels and one in the next. These level occupations are kept fixed, and the potential is the same for both spins.

(a) Estimate \(\chi_0\) and \(\chi\) by scaling. (b) Find the exact relation between \(\chi_0\), \(\chi\) and \(U\), and evaluate it from finite probes. (c) Find what changes when the Fermi level is fixed instead, and when a neighbouring site also has a Hartree energy.

## First estimate by scaling

Consider first an orbital level at zero, the middle of the bath gap. A state of zero energy must have vanishing hopping sums at every site. Number the bath sites \(1,2,\dots\) from the orbital. At \(d\) the condition gives \(a_1=0\), and the other odd amplitudes then vanish too. At sites 1 and 3 it gives

\[
Va_d+t_1a_2=0,\qquad t_2a_2+t_1a_4=0 ,
\]

and the second relation repeats along the chain. The squared amplitudes therefore form a geometric series. For a long chain the weight of this state on the orbital is

\[
w=\left[1+\frac{(V/t_1)^2}{1-(t_2/t_1)^2}\right]^{-1}
=\left[1+\frac{0.160}{0.422}\right]^{-1}\approx0.73 .
\]

This is the gap state, and it holds one electron. A probe mixes it with band states, which carry the remaining weight \(1-w\) on \(d\). First-order mixing changes the orbital occupation by about \(2\alpha w(1-w)/\Delta\), where \(\Delta\) is a typical energy separation. With the bond hopping as the scale, \(\Delta\sim t_1\),

\[
\chi_0\sim-\frac{2(0.73)(0.27)}{2.5\ \text{eV}}\approx-0.16\ \text{eV}^{-1}.
\]

The sign is negative because raising the level expels charge.

The inverse of a response is a stiffness. Hybridization alone gives \(1/|\chi_0|\sim6\) eV. The Hartree energy adds a stiffness of order \(U\), so that

\[
\frac1{|\chi|}\sim\frac1{|\chi_0|}+cU ,
\]

with \(c\) a number of order one that scaling cannot supply. Taking \(c=1\) provisionally gives \(1/|\chi|\sim10\) eV and \(\chi\sim-0.10\ \text{eV}^{-1}\).

## Exact solution

### The two responses

Differentiating \(E_H+\alpha n\) with respect to \(n\) gives the potential on the orbital. Its full level is

\[
v=e_d+Un+\alpha .
\]

For a given \(v\), the one-electron problem determines the occupation, \(n=F(v)\). Self-consistency is the condition

\[
n=F(e_d+Un+\alpha). \tag{1}
\]

In the frozen calculation \(Un\) keeps its unprobed value, so \(v\) changes by \(\alpha\) alone and \(\chi_0=F'(v)\).

Perturbation theory gives this derivative. Let level \(p\) have energy \(\varepsilon_p\), amplitude \(c_p\) on \(d\), and occupation \(f_p\). The perturbation \(\alpha|d\rangle\langle d|\) has matrix elements \(\alpha c_q^*c_p\), so

\[
\delta c_p=\alpha\sum_{q\ne p}\frac{|c_q|^2c_p}{\varepsilon_p-\varepsilon_q},
\qquad
\delta|c_p|^2=2\alpha\sum_{q\ne p}\frac{|c_p|^2|c_q|^2}{\varepsilon_p-\varepsilon_q}.
\]

Multiply by \(f_p\) and sum over \(p\). Exchanging the names \(p\) and \(q\) reverses the denominator. Averaging the two forms of the sum gives

\[
\chi_0=\sum_{p\ne q}\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}|c_p|^2|c_q|^2 . \tag{2}
\]

Here occupations do not increase with energy, so no term is positive and \(\chi_0\le0\). For \(U>0\), the function \(n-F(e_d+Un+\alpha)\) then has slope \(1-U\chi_0\ge1\) in \(n\). It crosses zero once, and the self-consistent solution is unique.

Now differentiate (1) with respect to \(\alpha\). The argument of \(F\) changes at the rate \(1+U\chi\), so

\[
\chi=\chi_0(1+U\chi)
\quad\Longrightarrow\quad
\chi=\frac{\chi_0}{1-U\chi_0}. \tag{3}
\]

Taking the inverse gives \(1/\chi=1/\chi_0-U\), or

\[
\boxed{U=\frac1{\chi_0}-\frac1\chi}. \tag{4}
\]

The coefficient left open by scaling is \(c=1\). The bath enters through \(F'\), which cancels.

### What is subtracted

Let \(W(v)=\sum_pf_p\varepsilon_p(v)\). At fixed occupations, first-order perturbation theory gives \(W'(v)=n\). Removing the orbital-level energy leaves the hopping energy at a prescribed occupation, \(T(n)=W-vn\). Hence

\[
\frac{dT}{dn}=n\frac{dv}{dn}-v-n\frac{dv}{dn}=-v,
\qquad
\frac{d^2T}{dn^2}=-\frac1{\chi_0}.
\]

The unprobed total energy at that occupation is \(T+e_dn+Un^2/2\). Its curvature is \(-1/\chi_0+U=-1/\chi\). Even without interaction, then, the energy is curved, because changing \(n\) distorts the hybridized states. Equation (4) subtracts that part.

### Numbers from finite probes

Iterating (1), with a numerical diagonalization at each step, gives \(n=0.9720\). The orbital level is \(-3.8+4.0(0.9720)=0.088\) eV. The gap state lies at 0.064 eV and has \(w=0.723\). The probed occupations are:

| \(\alpha\) (eV) | \(n\), frozen | \(n\), self-consistent |
|---:|---:|---:|
| −0.10 | 1.003804 | 0.986023 |
| −0.05 | 0.987964 | 0.979019 |
| 0 | 0.971996 | 0.971996 |
| 0.05 | 0.955726 | 0.964948 |
| 0.10 | 0.938973 | 0.957868 |

For the probes of \(\pm0.05\) eV, the central slopes are

\[
\chi_0\approx\frac{0.955726-0.987964}{0.10\ \text{eV}}=-0.3224\ \text{eV}^{-1},
\]
\[
\chi\approx\frac{0.964948-0.979019}{0.10\ \text{eV}}=-0.1407\ \text{eV}^{-1}.
\]

With the unrounded slopes, the inverses are \(-3.102\) and \(-7.106\) eV, and their difference is 4.005 eV. Probes of \(\pm0.10\) eV give 4.018 eV.

The excess over 4 eV comes from the finite probe. A central slope of a smooth function differs from the derivative by a term in \(\alpha^2\), because even powers cancel in the difference of occupations. Halving the probe should therefore divide the error by about four. The two errors, 0.0185 and 0.0046 eV, have the ratio 3.99. With \(\pm0.001\) eV,

\[
U=-3.1075\ \text{eV}+7.1075\ \text{eV}=4.000\ \text{eV}
=6.409\times10^{-19}\ \text{J}.
\]

Very small probes have their own cost. An error \(\delta\chi\) in the self-consistent slope changes \(U\) by \(\delta\chi/\chi^2\), and here \(1/\chi^2\approx50\ \text{eV}^2\). A slope error of \(0.001\ \text{eV}^{-1}\) thus shifts \(U\) by 0.05 eV. The occupations must be converged to much better than their change under the probe.

## Comparison of estimate and solution

| Quantity | Scaling | Solution |
|---|---:|---:|
| \(\chi_0\) (eV\(^{-1}\)) | −0.16 | −0.322 |
| \(\chi\) (eV\(^{-1}\)) | −0.10 | −0.141 |

The estimate of \(\chi_0\) is too small in magnitude by a factor of two, and equation (2) shows why. Transitions between the gap state and the bands contribute \(-2w(1-w)/\bar\Delta\), where \(\bar\Delta\) is a weighted harmonic mean of their energies. If they supplied all of \(\chi_0\), then

\[
\bar\Delta=\frac{2(0.723)(0.277)}{0.322}\ \text{eV}\approx1.2\ \text{eV}.
\]

Valence-to-conduction transitions supply the rest. Their magnitude is \(4\sum_{v,c}|c_v|^2|c_c|^2/(\varepsilon_c-\varepsilon_v)\), with \(v\) and \(c\) labelling valence and conduction levels. The two band weights add to 0.277, so their product is at most \(0.138^2\). The energies are at least the bath gap, 1.24 eV, because attaching one orbital cannot move band levels into that gap beyond the single gap state. This part is therefore at most \(0.062\ \text{eV}^{-1}\), and \(\bar\Delta\) is at most about 1.5 eV. States near the band edges count more than the scale \(t_1=2.5\) eV allowed.

The error in \(\chi\) is smaller, about 30% of the true value, because the stiffness \(U\) is common to both columns. The recovered \(U\) does not depend on the quality of the estimate of \(\chi_0\): any \(\chi_0\) inserted in (3) returns \(U\) through (4).

## A fixed Fermi level

Let a reservoir at 300 K hold the Fermi level at the converged gap level. The gap level then has occupation

\[
f=\frac{2}{1+e^{(\varepsilon_g-\mu)/k_BT}},\qquad
\left.\frac{df}{d\varepsilon_g}\right|_{\varepsilon_g=\mu}=-\frac1{2k_BT}.
\]

The level moves by \(w\,\delta v\), and a change \(\delta f\) puts \(w\,\delta f\) electrons on \(d\). Neglecting thermal occupation changes in the bands, the frozen response gains a term:

\[
\chi_0^{(\mu)}=\chi_0-\frac{w^2}{2k_BT}
=-0.32-\frac{0.723^2}{2(0.02585)}\approx-10.4\ \text{eV}^{-1}.
\]

The probe must now shift the level by much less than \(k_BT\); with \(\pm0.05\) eV the frozen slope is only \(-9.04\ \text{eV}^{-1}\) and the recovered \(U\) is 3.985 eV. Direct probing with \(\pm10^{-4}\) eV gives \(-10.434\) and \(\chi=-0.24415\ \text{eV}^{-1}\). The inverses are \(-0.096\) and \(-4.096\) eV, and their difference is again 4.000 eV. In this limit of large \(|\chi_0|\), equation (3) tends to \(\chi=-1/U\): the Hartree energy supplies nearly all the stiffness.

The two responses must come from the same ensemble. Combining \(\chi_0\) at fixed Fermi level with \(\chi\) at fixed occupations would give \(-0.096+7.108\approx7.01\) eV.

They must also share a base state. Freezing the Hartree potential is different from deleting it. Deletion returns the orbital level to \(-3.8\) eV, where the frozen response is \(-0.01024\ \text{eV}^{-1}\). Subtraction then gives \(-97.6+7.1\approx-90.5\) eV, which says nothing about \(E_H''\).

## A neighbour that also responds

Let bath site 1 have Hartree curvature \(K_{11}=4.0\) eV and an intersite term \(K_{d1}=1.5\) eV, with \(K_{dd}=U\). The levels are set so that one electron on each site would place \(d\) at 0.2 eV and site 1 at zero. On these two sites \(\mathbf v=\mathbf e+K\mathbf n+\boldsymbol\alpha\), and differentiation gives

\[
\chi=\chi_0(1+K\chi).
\]

Multiply by \(\chi_0^{-1}\) from the left and by \(\chi^{-1}\) from the right:

\[
K=\chi_0^{-1}-\chi^{-1}. \tag{5}
\]

These are matrix inverses over all interacting sites. They must exist. If every site is included at fixed electron number, a uniform shift changes no occupation and \(\chi_0\) is singular.

Probing both sites recovers 4.000, 1.500 and 4.000 eV for \(K_{dd}\), \(K_{d1}\) and \(K_{11}\). Using the \(dd\) responses alone gives

\[
\frac1{-0.32255}-\frac1{-0.15106}=3.52\ \text{eV}.
\]

To trace the difference, write \(A=\chi_0^{-1}\) and \(B=A-K=\chi^{-1}\). Inverting a symmetric two-by-two matrix gives \(1/\chi_{dd}=B_{dd}-B_{d1}^2/B_{11}\), and likewise for \(\chi_0\) with \(A\). Therefore

\[
\frac1{\chi_{0,dd}}-\frac1{\chi_{dd}}
=K_{dd}-\frac{A_{d1}^2}{A_{11}}+\frac{(A_{d1}-K_{d1})^2}{A_{11}-K_{11}} .
\]

Here \(A_{d1}=-0.90\) and \(A_{11}=-4.92\) eV, so the corrections are \(+0.16\) and \(-0.64\) eV. The scalar result includes the neighbour's readjustment. It is 12% below the orbital's own curvature.

## Relation to a silicon dangling bond

The bath gap and the localized midgap state put the model in the rough regime of a silicon dangling bond, whose host gap is about 1.1 eV. The value of \(U\) is a round choice, and a chain does not reproduce silicon's bands. Thermal excitation matters little here: at 300 K and fixed electron number, about \(10^{-9}\) electrons occupy levels above the gap state.

Atomic relaxation matters more. Give the atom a spring constant \(k=1000\ \text{eV/nm}^2\) and let its displacement \(x\) shift the orbital level by \(\lambda x\), with \(\lambda=20\) eV/nm; both are round, rough values. Measured from the unprobed occupation \(n_0\), the added energy is \(kx^2/2+\lambda x(n-n_0)\). It is smallest at \(x=-\lambda(n-n_0)/k\), where it equals \(-\lambda^2(n-n_0)^2/2k\). The curvature falls by \(\lambda^2/k=0.4\) eV. If the atom relaxes in the self-consistent run but stays clamped in the frozen one, probes of \(\pm0.05\) eV give 3.605 eV, including the finite-probe error. Keeping the atom clamped in both runs avoids this mismatch and gives the electronic \(U\).

Nor is \(U\) the energy scale for charging the defect. Let \(g\) be the number of electrons in the gap level. At fixed \(v\), \(\partial n/\partial g=w\), so

\[
\frac{dn}{dg}=w+\chi_0U\frac{dn}{dg},
\qquad
\frac{d\varepsilon_g}{dg}=wU\frac{dn}{dg}=\frac{Uw^2}{1-U\chi_0}.
\]

At \(g=1\) this equals \(4.0(0.523)/2.287=0.91\) eV per electron. Relaxation, entered as \(U\to3.6\) eV, lowers this slope only to about 0.87 eV.

Charging a real defect moves whole electrons, and the slope does not stay constant over that range. As the level approaches a band edge, \(w\) falls and \(|\chi_0|\) grows, for two reasons: band levels lie closer in energy, and the occupation difference in (2) between the gap level and the nearer band rises from 1 toward 2. At \(g=2\), \(\chi_0\approx-1.74\ \text{eV}^{-1}\), whereas the same shifted level with single occupation would give about \(-0.92\ \text{eV}^{-1}\). Both changes lower the slope. With \(E(g)\) the self-consistent total energy without relaxation, the model gives \(E(2)+E(0)-2E(1)\approx0.63\) eV. This is of the same order as the few tenths of an electronvolt roughly associated with silicon dangling bonds, but with round parameters the closeness is no test of the model. Exchange, correlation and dielectric screening by the wider crystal are absent from the model, and their effect is not sized here.
